# Mirrored and Two-Fold Self-Images in a Multimode Interference Coupler: a program that tests the result

```python
"""Self-imaging in a multimode interference (MMI) coupler.
Result under test: with beta_v = k - (v+1)^2 pi^2/(2 k W^2), v = 0,1,2,...
and beat length Lpi = pi/(beta_0 - beta_1), any input f(y) becomes
  f(-y)                              at 3 Lpi    (one mirrored image),
  (1+i)/2 f(y) + (1-i)/2 f(-y)       at 3 Lpi/2  (two equal images),
apart from the common phase exp(i beta_0 z); waves go as exp(i beta z - i w t).
W: effective width, k: wavenumber in the core, x = z/(3 Lpi).
Device lengths are in micrometres."""
from fractions import Fraction
import numpy as np
from scipy.integrate import simpson
from scipy.optimize import brentq

pi = np.pi

# ---- A. Ideal guide by mirror sources: free Gaussian beams, no mode sum ----
# Unit width, walls at 0 and 1; the mirror operation is y -> 1 - y.
y = np.linspace(0, 1, 241)
shifts = 2.0 * np.arange(-100, 101)


def beam(x, lumps):
    """Paraxial field at z = 3 Lpi x for lumps (amplitude, centre, sigma)."""
    s = 2 * x / pi                       # z/k in units of W^2
    total = np.zeros(len(y), complex)
    for amp, centre, sigma in lumps:
        q = sigma**2 + 1j * s
        d1 = y[:, None] - centre - shifts
        d2 = y[:, None] + centre - shifts
        g = np.exp(-d1**2 / (2 * q)) - np.exp(-d2**2 / (2 * q))
        total += amp * np.sqrt(sigma**2 / q) * g.sum(axis=1)
    return total


def image_weights(x, lumps):
    """Best a, b in u = a f + b f_mirror, and relative residual power."""
    f = beam(0, lumps)
    u = beam(x, lumps)
    basis = np.column_stack([f, f[::-1]])
    ab = np.linalg.lstsq(basis, u, rcond=None)[0]
    res = np.sum(abs(u - basis @ ab)**2) / np.sum(abs(u)**2)
    return ab[0], ab[1], res


general = [(1.0, 0.15, 0.03), (0.7j, 0.21, 0.04)]
f0 = beam(0, general)
ground = lambda x: np.exp(-1j * pi * x)  # ground-mode phase relative to k z
err_single = np.max(abs(beam(1, general) - ground(1) * f0[::-1]))
two = ground(0.5) * ((1 + 1j) / 2 * f0 + (1 - 1j) / 2 * f0[::-1])
err_double = np.max(abs(beam(0.5, general) - two))
assert err_single < 1e-7 and err_double < 1e-7
a2, b2, _ = image_weights(0.5, general)
power_ratio = np.sum(abs(beam(0.5, general))**2) / np.sum(abs(f0)**2)
assert abs(power_ratio - 1) < 1e-7

# Search for earlier images of the general input
least_residual, most_mirrored = 1.0, 0.0
for j in range(5, 236):
    x = j / 240
    u = beam(x, general)
    fid = abs(np.vdot(f0[::-1], u))**2
    fid /= np.sum(abs(f0)**2) * np.sum(abs(u)**2)
    most_mirrored = max(most_mirrored, fid)
    if j <= 115:
        least_residual = min(least_residual, image_weights(x, general)[2])
assert least_residual > 0.1
assert most_mirrored < 0.6

# Special inputs that do image earlier
a_c, b_c, r_c = image_weights(0.25, [(1.0, 0.5, 0.04)])
a_p, b_p, r_p = image_weights(1 / 3, [(1.0, 1 / 3, 0.04)])
a_q, b_q, r_q = image_weights(0.25, [(1.0, 0.25, 0.04)])
assert max(r_c, r_p, r_q) < 1e-10
assert abs(abs(a_c + b_c) - 1) < 1e-7    # f equals its mirror here
assert abs(a_p) < 1e-6 and abs(abs(b_p) - 1) < 1e-6
assert abs(abs(a_q)**2 - np.cos(3 * pi / 8)**2) < 1e-6

# ---- B. Exact arithmetic on the lowest modes ----
phase = lambda v, x: v * (v + 2) * x     # in units of pi
same = lambda p, q: (p - q) % 2 == 0
fractions = sorted({Fraction(p, q) for q in range(1, 49)
                    for p in range(1, 2 * q + 1)})
first_two = next(x for x in fractions if same(phase(2, x), phase(0, x))
                 and same(phase(3, x), phase(1, x)))
first_mirror = next(x for x in fractions
                    if all(same(phase(v, x), v) for v in range(3)))
assert first_two == Fraction(1, 2) and first_mirror == 1
for v in range(300):
    assert same(phase(v, first_mirror), v)
    assert same(phase(v, first_two), Fraction(-1, 2) if v % 2 else 0)

# ---- C. Silicon coupler: effective-index method, step-index side walls ----
lam0, thickness = 1.55, 0.22
n_si, n_ox = 3.48, 1.44                  # rough typical indices
width, port_width, port_centre = 8.0, 2.5, 1.8


def film_index(lam, n_core):
    """Effective index of the fundamental TE mode of the film."""
    k0 = 2 * pi / lam
    top = k0 * np.sqrt(n_core**2 - n_ox**2)
    g = lambda q: q * thickness - 2 * np.arctan2(
        np.sqrt(max(top**2 - q * q, 0)), q)
    q = brentq(g, 1e-9, top)
    return np.sqrt(n_core**2 - (q / k0)**2)


def device(lam=lam0, W=width, w=port_width, yc=port_centre, n_core=n_si):
    """Lateral modes (E normal to side walls) and their port overlaps."""
    k0 = 2 * pi / lam
    n = film_index(lam, n_core)
    rho = (n / n_ox)**2
    top = k0 * np.sqrt(n**2 - n_ox**2)
    v = np.arange(int(top * W / pi) + 1)
    gam = lambda q: np.sqrt(max(top**2 - q * q, 0))
    q = np.array([brentq(lambda t: t * W - m * pi
                         - 2 * np.arctan2(rho * gam(t), t), 1e-9, top)
                  for m in v])
    decay = np.array([gam(t) for t in q])
    shape = lambda yy: np.cos(np.outer(q, yy) - v[:, None] * pi / 2)
    yy = np.linspace(-W / 2, W / 2, 4001)
    psi = shape(yy)
    edges = (np.outer(psi[:, 0], psi[:, 0])
             + np.outer(psi[:, -1], psi[:, -1]))
    gram = np.array([simpson(psi * row, x=yy, axis=1) for row in psi])
    gram += rho * edges / (decay[:, None] + decay[None, :])
    norm = np.sqrt(np.diag(gram))
    gram = gram / np.outer(norm, norm)
    t = np.linspace(-w / 2, w / 2, 1001)
    launch = np.cos(pi * t / w) * np.sqrt(2 / w)
    c_same = simpson(shape(yc + t) * launch, x=t, axis=1) / norm
    c_mirr = simpson(shape(-yc + t) * launch, x=t, axis=1) / norm
    k = k0 * n
    We = W + 2 / (rho * top)
    return dict(n=n, k=k, v=v, q=q, beta=np.sqrt(k**2 - q**2), We=We,
                gram=gram, cs=c_same, cm=c_mirr,
                Lpi=4 * n * We**2 / (3 * lam))


def ports(d, z, beta=None):
    """Amplitudes in the same-side and the mirrored output port."""
    e = np.exp(1j * (d["beta"] if beta is None else beta) * z)
    return np.sum(d["cs"]**2 * e), np.sum(d["cs"] * d["cm"] * e)


def powers(d, z, beta=None):
    return np.abs(np.array(ports(d, z, beta)))**2


d = device()
assert np.max(abs(d["gram"] - np.eye(len(d["v"])))) < 1e-6
film_v = 2 * pi / lam0 * thickness * np.sqrt(n_si**2 - n_ox**2)
assert film_v < pi                      # film carries one TE mode only
We_solved = pi / d["q"][0]
assert abs(We_solved / d["We"] - 1) < 1e-3
Lpi_solved = pi / (d["beta"][0] - d["beta"][1])
assert abs(Lpi_solved / d["Lpi"] - 1) < 0.01
L1, L2 = 3 * d["Lpi"], 1.5 * d["Lpi"]

q_hard = (d["v"] + 1) * pi / d["We"]
beta_quad = d["k"] - q_hard**2 / (2 * d["k"])
beta_hard = np.sqrt(d["k"]**2 - q_hard**2)
p_quad = powers(d, L2, beta_quad)
p_hard = powers(d, L2, beta_hard)
p_full = powers(d, L2)
amp_q = ports(d, L2, beta_quad)
amp_f = ports(d, L2)
angle_q = np.degrees(np.angle(amp_q[1] / amp_q[0]))
angle_f = np.degrees(np.angle(amp_f[1] / amp_f[0]))
assert np.max(abs(p_quad - 0.5)) < 0.01 and abs(angle_q + 90) < 1
quartic = (d["v"] + 1)**4 * pi**3 / (8 * d["k"]**2 * d["We"]**2)
direct = (beta_quad - beta_hard) * L2
assert abs(direct[3] / quartic[3] - 1) < 0.05
assert p_full.sum() < p_quad.sum()

# Doubling all lateral sizes must weaken the departure from quadratic spacing
big = device(W=2 * width, w=2 * port_width, yc=2 * port_centre)
p_big = powers(big, 1.5 * big["Lpi"])
assert 1 - p_big.sum() < 0.5 * (1 - p_full.sum())

lengths = L2 * np.linspace(0.94, 1.04, 1001)
scan = np.array([powers(d, z) for z in lengths])
best = int(np.argmax(scan.min(axis=1)))
L_best, p_best = lengths[best], scan[best]
amp_b = ports(d, L_best)
angle_b = np.degrees(np.angle(amp_b[1] / amp_b[0]))

dT, dn_dT, loss_db_cm = 50.0, 1.8e-4, 2.0    # rough typical coefficients
variants = [("wavelength 1530 nm", device(lam=1.53)),
            ("wavelength 1570 nm", device(lam=1.57)),
            ("width + 50 nm", device(W=width + 0.05)),
            ("temperature + 50 K", device(n_core=n_si + dn_dT * dT))]

print("IDEAL GUIDE (mirror-source propagation)")
print(f"max field error, mirrored image at 3 Lpi: {err_single:.1e}")
print(f"max field error, two-fold image at 3 Lpi/2: {err_double:.1e}")
print(f"powers direct, mirrored: {abs(a2)**2:.4f}, {abs(b2)**2:.4f}")
print(f"phase mirrored - direct: {np.degrees(np.angle(b2/a2)):.2f} deg")
print(f"least two-image residual, x = 0.021 to 0.479: {least_residual:.3f}")
print(f"largest mirrored fidelity, x = 0.021 to 0.979: {most_mirrored:.3f}")
print(f"first x, two-fold and mirrored: {first_two}, {first_mirror}")
print(f"centred input, x = 1/4: single-image power {abs(a_c+b_c)**2:.4f}")
print(f"input at W/3 from wall, x = 1/3: mirrored power {abs(b_p)**2:.4f}")
print(f"input at W/4 from wall, x = 1/4: direct, mirrored power "
      f"{abs(a_q)**2:.4f}, {abs(b_q)**2:.4f}")
print("SILICON COUPLER")
print(f"wavelength {lam0*1e3:.0f} nm, film {thickness*1e3:.0f} nm")
print(f"indices silicon {n_si:.2f}, oxide {n_ox:.2f}")
print(f"width {width:.2f} um, port width {port_width:.2f} um, "
      f"port offset {port_centre:.2f} um")
print(f"film effective index: {d['n']:.4f}")
print(f"wavenumber k: {d['k']:.4f} rad/um")
print(f"effective width, formula: {d['We']:.4f} um")
print(f"effective width, solved mode 0: {We_solved:.4f} um")
print(f"number of lateral modes: {len(d['v'])}")
print(f"beat length, formula: {d['Lpi']:.2f} um")
print(f"beat length, solved modes: {Lpi_solved:.2f} um")
print(f"mirrored image length 3 Lpi: {L1:.2f} um = {L1/1e3:.4f} mm")
print(f"two-fold image length 3 Lpi/2: {L2:.2f} um = {L2/1e3:.4f} mm")
print("mode: launched power, quartic phase (rad), solved/quadratic spacing")
for m in (1, 2, 3, 5, 7):
    spacing = m * (m + 2) * pi / L1
    ratio = (d["beta"][0] - d["beta"][m]) / spacing
    print(f"  {m}: {d['cs'][m]**2:.4f}, {quartic[m]:.4f}, {ratio:.4f}")
print(f"launched power in all guided modes: {np.sum(d['cs']**2):.5f}")
print("Port powers (same side, mirrored) at 3 Lpi/2:")
print(f"  quadratic spacing: {p_quad[0]:.4f}, {p_quad[1]:.4f}")
print(f"  hard walls, unexpanded beta: {p_hard[0]:.4f}, {p_hard[1]:.4f}")
print(f"  solved step-index modes: {p_full[0]:.4f}, {p_full[1]:.4f}")
print(f"  port phase difference, solved modes: {angle_f:.2f} deg")
print(f"  total lost from ports, solved modes: {1-p_full.sum():.4f}")
print(f"  same, all lateral sizes doubled: {1-p_big.sum():.4f}")
print(f"best length, solved modes: {L_best:.2f} um ({L_best/L2:.4f} of L2)")
print(f"  port powers there: {p_best[0]:.4f}, {p_best[1]:.4f}")
print(f"  port phase difference there: {angle_b:.2f} deg")
print("Port powers at the best length after a change:")
for name, dev in variants:
    p = powers(dev, L_best)
    print(f"  {name}: {p[0]:.4f}, {p[1]:.4f}")
print(f"assumed silicon dn/dT: {dn_dT:.1e} 1/K")
print(f"scattering loss at {loss_db_cm:.0f} dB/cm over best length: "
      f"{loss_db_cm*L_best*1e-4:.3f} dB")
print("ALL CHECKS PASSED")
```

Running it gives:

```
IDEAL GUIDE (mirror-source propagation)
max field error, mirrored image at 3 Lpi: 3.0e-14
max field error, two-fold image at 3 Lpi/2: 1.2e-14
powers direct, mirrored: 0.5000, 0.5000
phase mirrored - direct: -90.00 deg
least two-image residual, x = 0.021 to 0.479: 0.489
largest mirrored fidelity, x = 0.021 to 0.979: 0.500
first x, two-fold and mirrored: 1/2, 1
centred input, x = 1/4: single-image power 1.0000
input at W/3 from wall, x = 1/3: mirrored power 1.0000
input at W/4 from wall, x = 1/4: direct, mirrored power 0.1464, 0.8536
SILICON COUPLER
wavelength 1550 nm, film 220 nm
indices silicon 3.48, oxide 1.44
width 8.00 um, port width 2.50 um, port offset 1.80 um
film effective index: 2.8514
wavenumber k: 11.5585 rad/um
effective width, formula: 8.0511 um
effective width, solved mode 0: 8.0512 um
number of lateral modes: 26
beat length, formula: 158.99 um
beat length, solved modes: 158.77 um
mirrored image length 3 Lpi: 476.97 um = 0.4770 mm
two-fold image length 3 Lpi/2: 238.49 um = 0.2385 mm
mode: launched power, quartic phase (rad), solved/quadratic spacing
  1: 0.4079, 0.0072, 1.0014
  2: 0.0866, 0.0363, 1.0028
  3: 0.0251, 0.1146, 1.0047
  5: 0.0607, 0.5800, 1.0104
  7: 0.0038, 1.8332, 1.0186
launched power in all guided modes: 0.99971
Port powers (same side, mirrored) at 3 Lpi/2:
  quadratic spacing: 0.4997, 0.4997
  hard walls, unexpanded beta: 0.4751, 0.4738
  solved step-index modes: 0.4776, 0.4746
  port phase difference, solved modes: -88.91 deg
  total lost from ports, solved modes: 0.0477
  same, all lateral sizes doubled: 0.0193
best length, solved modes: 235.62 um (0.9880 of L2)
  port powers there: 0.4979, 0.4855
  port phase difference there: -90.44 deg
Port powers at the best length after a change:
  wavelength 1530 nm: 0.4520, 0.4435
  wavelength 1570 nm: 0.4610, 0.4629
  width + 50 nm: 0.4647, 0.4634
  temperature + 50 K: 0.4922, 0.4841
assumed silicon dn/dT: 1.8e-04 1/K
scattering loss at 2 dB/cm over best length: 0.047 dB
ALL CHECKS PASSED
```
